# Chebyshev collocation for convection onset in a heated gas layer: verification in Python

```python
"""Onset of convection in a horizontal gas layer between rigid conducting plates.

Result under test: the conducting state of a Boussinesq layer heated from below
loses stability at Rayleigh number Ra = 1708 and wavenumber a = 3.12 (rounded).
Ra = g*beta*dT*d^3/(nu*kappa), a = wavenumber*d, Pr = nu/kappa, Pe = speed*d/kappa.
W, Theta: vertical velocity and temperature amplitudes; sigma: growth rate
in units of kappa/d^2; eps = dT/T_mid; d = layer height; z = 0 is the lower plate.
Chebyshev collocation is compared with an exact determinant and with shooting.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigvals, solve
from scipy.optimize import brentq, minimize_scalar


def chebyshev(n, length=1.0):
    """Nodes, full first derivative, interior second and clamped fourth derivative."""
    j = np.arange(n + 1)
    x = np.cos(np.pi * j / n)
    c = np.ones(n + 1)
    c[[0, n]] = 2.0
    c = c * (-1.0) ** j
    d = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(n + 1))
    d = d - np.diag(d.sum(axis=1))
    d2 = d @ d
    d3 = d2 @ d
    d4 = d3 @ d
    clamped = (1 - x**2)[:, None] * d4 - 8 * x[:, None] * d3 - 12 * d2
    clamped = clamped[1:-1, 1:-1] / (1 - x[1:-1] ** 2)[None, :]
    s = 2 / length
    return length * (1 + x) / 2, s * d, s**2 * d2[1:-1, 1:-1], s**4 * clamped


def marginal(a, n=20):
    """All marginal Rayleigh numbers at wavenumber a, lowest first."""
    _, _, d2, d4 = chebyshev(n)
    one = np.eye(n - 1)
    lap = d2 - a**2 * one
    bih = d4 - 2 * a**2 * d2 + a**4 * one
    inv = eigvals(a**2 * solve(bih, solve(-lap, one))).real
    return 1 / np.sort(inv)[::-1]


def exact_marginal(a):
    """Lowest even marginal Ra from the plate conditions on exact solutions."""
    def determinant(ra):
        size = (ra * a**2) ** (1 / 3)
        k = np.sqrt(size - a**2)
        lam = size * np.exp(1j * np.pi / 3)
        q = np.sqrt(a**2 + lam)
        first = np.array([np.cos(k / 2), -k * np.sin(k / 2), size**2 * np.cos(k / 2)])
        second = np.array([1, q * np.tanh(q / 2), lam**2])
        return np.linalg.det(np.column_stack([first, second, second.conj()])).imag
    return brentq(determinant, 1200, 4000, xtol=1e-9, rtol=1e-13)


def minimum(function):
    r = minimize_scalar(function, bounds=(2.5, 3.9), method="bounded",
                        options={"xatol": 1e-6})
    return r.x, r.fun


def growth(a, ra, pr, pe=0.0, s=0.0, le=2.0, n=18):
    """Growth rates, largest real part first; rolls across a Poiseuille flow.
    s: compositional over thermal density difference, le: kappa/diffusivity."""
    z, _, d2, d4 = chebyshev(n)
    one = np.eye(n - 1)
    lap = d2 - a**2 * one
    bih = d4 - 2 * a**2 * d2 + a**4 * one
    zi = z[1:-1]
    shear = 1j * a * np.diag(6 * pe * zi * (1 - zi))
    curvature = 1j * a * (-12 * pe) * one
    ww = solve(lap, pr * bih - shear @ lap + curvature)
    wt = -pr * a**2 * ra * solve(lap, one)
    zero = np.zeros_like(one)
    m = np.block([[ww, wt, s * wt],
                  [one, lap - shear, zero],
                  [one, zero, lap / le - shear]])
    ev = eigvals(m)
    return ev[np.argsort(-ev.real)]


def transverse_marginal(a, pr, pe):
    return brentq(lambda ra: growth(a, ra, pr, pe)[0].real, 1000, 4000, xtol=1e-7)


def wall_determinant(rhs, free, pinned):
    """Integrate three solutions from the lower plate; zero if upper plate fits."""
    y0 = np.zeros((6, 3), dtype=complex)
    y0[free, range(3)] = 1
    out = solve_ivp(lambda z, y: np.array(rhs(z, y.reshape(6, 3))).ravel(), (0, 1),
                    y0.ravel(), method="DOP853", rtol=1e-10, atol=1e-12)
    return abs(np.linalg.det(out.y[:, -1].reshape(6, 3)[pinned]))


def gas_profile(z, eps, power):
    """Conduction profile T/T_mid and its slope for conductivity ~ T^power."""
    hot, cold = (1 + eps / 2) ** (1 + power), (1 - eps / 2) ** (1 + power)
    t = (hot - (hot - cold) * z) ** (1 / (1 + power))
    return t, -(hot - cold) / ((1 + power) * t**power)


def variable_marginal(a, eps, power, n=20):
    """Steady onset with density ~ 1/T, viscosity and conductivity ~ T^power."""
    z, d, d2, _ = chebyshev(n)
    one = np.eye(n + 1)
    t, slope = gas_profile(z, eps, power)
    rho, mu = 1 / t, t**power
    u = -(t[:, None] * d * rho[None, :]) / a
    stress = mu[:, None] * (d @ u - a * one)
    along = d @ stress - 2 * a**2 * mu[:, None] * u
    operator = d @ along / a + a * stress + 2 * d @ (mu[:, None] * d)
    heat = np.zeros((n + 1, n + 1))
    heat[1:-1, 1:-1] = solve(d2 - a**2 * np.eye(n - 1), np.diag((rho * slope)[1:-1]))
    force = -(rho / (t * mu))[:, None] * heat / eps
    operator[[0, n]] = one[[0, n]]
    operator[[1, n - 1]] = d[[0, n]]
    force[[0, 1, n - 1, n]] = 0
    return 1 / eigvals(solve(operator, force)).real.max()


def sidewall_marginal(width, nx, nz=12):
    """Longitudinal rolls in a closed cross-section, all walls rigid, conducting."""
    _, dy, dy2, dy4 = chebyshev(nx, width)
    _, _, dz2, dz4 = chebyshev(nz)
    iy, iz = np.eye(nx - 1), np.eye(nz - 1)
    lap = np.kron(dy2, iz) + np.kron(iy, dz2)
    bih = np.kron(dy4, iz) + 2 * np.kron(dy2, dz2) + np.kron(iy, dz4)
    across = np.kron(dy[1:-1, 1:-1], iz)
    return 1 / eigvals(solve(bih, across @ solve(lap, across))).real.max()


# The clamped fourth derivative against exact polynomial differentiation.
z, _, _, d4 = chebyshev(12)
poly = np.polynomial.Polynomial([0, 0, 1, -2, 1]) * np.polynomial.Polynomial([1, 2, -1, 3])
assert np.allclose(d4 @ poly(z[1:-1]), poly.deriv(4)(z[1:-1]), atol=1e-6)

# Critical point by collocation and by the exact determinant.
a_c, ra_c = minimum(lambda a: marginal(a)[0])
a_exact, ra_exact = minimum(exact_marginal)
assert abs(ra_c / ra_exact - 1) < 1e-6 and abs(a_c - a_exact) < 1e-3
assert round(ra_c) == 1708 and round(a_c, 2) == 3.12
node_list = [6, 8, 10, 12, 16]
errors = [abs(marginal(a_exact, n)[0] - ra_exact) for n in node_list]
assert errors[-1] < 1e-3 * errors[0]
print(f"Collocation, N=20: critical Ra = {ra_c:.3f}, a = {a_c:.4f}")
print(f"Exact determinant: critical Ra = {ra_exact:.3f}, a = {a_exact:.4f}")
for n, e in zip(node_list, errors):
    print(f"N = {n:2d}: error of Ra at critical a = {e:.1e}")
for a in (2.5, 3.0, 3.5):
    assert abs(marginal(a)[0] / exact_marginal(a) - 1) < 1e-6
    print(f"Marginal Ra at a = {a:.1f}: {marginal(a)[0]:.2f}")
print(f"Second marginal Ra at critical a = {marginal(a_c)[1]:.0f}")

# Growth rates: real when heated from below, sign change at onset for any Pr.
for pr in (0.1, 0.7, 7.0):
    for ra in (1000, 5000):
        assert np.abs(growth(a_c, ra, pr)[:6].imag).max() < 1e-4
    assert growth(a_c, 0.999 * ra_c, pr)[0].real < 0 < growth(a_c, 1.001 * ra_c, pr)[0].real
assert np.abs(growth(a_c, -1e5, 0.7)[:6].imag).max() > 1
for ratio in (0.999, 1.001):
    print(f"Growth rate at {ratio:.3f} Ra_c, Pr 0.7 = "
          f"{growth(a_c, ratio * ra_c, 0.7)[0].real:+.5f} kappa/d^2")

# Worked example: nitrogen carrier gas, rough typical values.
height, width, heated_length = 0.020, 0.200, 0.300       # m
t_hot, t_cold, speed = 900.0, 500.0, 0.050               # K, K, m/s
molar_mass, mu_300, power, pr = 0.028, 1.8e-5, 0.7, 0.7  # kg/mol, Pa s
t_mid, delta_t = (t_hot + t_cold) / 2, t_hot - t_cold
eps = delta_t / t_mid
mu = mu_300 * (t_mid / 300) ** power


def viscosity_kinematic(p_torr):
    return mu * const.R * t_mid / (p_torr * const.torr * molar_mass)


def rayleigh(p_torr, d):
    nu = viscosity_kinematic(p_torr)
    return const.g * eps * d**3 / (nu * nu / pr)


ra_atm = rayleigh(760, height)
p_c = 760 * np.sqrt(ra_c / ra_atm)
d_c = height * (ra_c / ra_atm) ** (1 / 3)
assert abs(brentq(lambda p: rayleigh(p, height) - ra_c, 10, 2000) / p_c - 1) < 1e-8
assert abs(brentq(lambda d: rayleigh(760, d) - ra_c, 1e-3, 0.1) / d_c - 1) < 1e-8
kappa_atm = viscosity_kinematic(760) / pr
growth_time = height**2 / (kappa_atm * growth(a_c, ra_atm, pr)[0].real)
print(f"Height {height*1e3:.0f} mm, width {width*1e3:.0f} mm, "
      f"heated length {heated_length*1e3:.0f} mm")
print(f"Plates {t_hot:.0f} K and {t_cold:.0f} K, mid {t_mid:.0f} K, eps = {eps:.4f}")
print(f"Molar mass {molar_mass*1e3:.0f} g/mol, Pr {pr}, exponent {power}")
print(f"Viscosity: {mu_300:.2e} Pa s at 300 K, {mu:.3e} Pa s at mid temperature")
print(f"Kinematic viscosity at 760 Torr = {viscosity_kinematic(760)*1e4:.3f} cm2/s")
print(f"Ra at 760 Torr = {ra_atm:.0f}; Ra at 100 Torr = {rayleigh(100, height):.0f}")
print(f"Onset pressure = {p_c:.1f} Torr = {p_c*const.torr/1e3:.1f} kPa")
print(f"Greatest roll-free height at 760 Torr = {d_c*1e3:.2f} mm")
print(f"Roll wavelength (one pair) at onset = {2*np.pi*height/a_c*1e3:.1f} mm")
print(f"Growth time at 760 Torr = {growth_time:.3f} s")
print(f"Residence time at {speed*1e3:.0f} mm/s = {heated_length/speed:.1f} s")

# Property variation across the layer.
assert abs(variable_marginal(a_c, 1e-3, power) / ra_c - 1) < 1e-5
assert abs(variable_marginal(a_c, -0.5, power) / variable_marginal(a_c, 0.5, power) - 1) < 1e-5
base = variable_marginal(a_c, 1e-3, power)
shift_1, shift_2 = (variable_marginal(a_c, e, power) - base for e in (0.1, 0.2))
assert abs(shift_2 / shift_1 - 4) < 0.4
a_var, ra_var = minimum(lambda a: variable_marginal(a, eps, power))


def variable_rhs(ra):
    def rhs(z, y):
        w, u, shear, normal, flux, dflux = y
        t, slope = gas_profile(z, eps, power)
        m = t**power
        dw = -a_var * u + slope / t * w
        pressure = normal + 2 * m * dw
        return [dw, shear / m + a_var * w, 2 * a_var**2 * m * u - a_var * pressure,
                a_var * shear + ra / eps * flux / (m * t**2),
                dflux, a_var**2 * flux + slope / t * w]
    return rhs


near, away = (wall_determinant(variable_rhs(r), [2, 3, 5], [0, 1, 4])
              for r in (ra_var, 1.01 * ra_var))
assert near < 1e-3 * away
print(f"Property variation: Ra_c = {ra_var:.1f}, a = {a_var:.3f}, "
      f"shift {100*(ra_var/ra_c-1):+.2f} %")
print(f"Ra_c shift at eps 0.1 = {shift_1:+.3f}, at eps 0.2 = {shift_2:+.3f}")
print(f"Onset pressure with property variation = {p_c*np.sqrt(ra_var/ra_c):.1f} Torr")

# Rolls across the through-flow, checked by shooting.
pe = speed * height * pr / viscosity_kinematic(p_c)
a_flow, ra_flow = minimum(lambda a: transverse_marginal(a, pr, pe))
omega = growth(a_flow, ra_flow, pr, pe)[0].imag


def flow_rhs(ra):
    def rhs(z, y):
        w, w1, w2, w3, th, th1 = y
        rate = 1j * omega + 1j * a_flow * 6 * pe * z * (1 - z)
        inertia = rate * (w2 - a_flow**2 * w) + 12j * a_flow * pe * w
        w4 = 2 * a_flow**2 * w2 - a_flow**4 * w + a_flow**2 * ra * th + inertia / pr
        return [w1, w2, w3, w4, th1, (a_flow**2 + rate) * th - w]
    return rhs


near, away = (wall_determinant(flow_rhs(r), [2, 3, 5], [0, 1, 4])
              for r in (ra_flow, 1.01 * ra_flow))
assert near < 1e-3 * away
assert ra_flow > ra_c
print(f"Through-flow at onset pressure: Re = {pe/pr:.2f}, Pe = {pe:.2f}")
print(f"Transverse rolls: Ra_c = {ra_flow:.1f}, a = {a_flow:.3f}, "
      f"shift {100*(ra_flow/ra_c-1):+.2f} %")

# Side walls, with the envelope estimate from the curvature of Ra(a).
aspect = width / height
ra_side = sidewall_marginal(aspect, 42)
assert abs(ra_side - sidewall_marginal(aspect, 36)) < 0.1
step = 0.05
curve = (exact_marginal(a_exact + step) - 2 * ra_exact + exact_marginal(a_exact - step)) / step**2
xi2 = curve / (2 * ra_exact)
estimate = xi2 * np.pi**2 / aspect**2
assert 0.5 < (ra_side / ra_c - 1) / estimate < 1.5
print(f"Side walls, width/height {aspect:.0f}: Ra_c = {ra_side:.1f}, "
      f"shift {100*(ra_side/ra_c-1):+.2f} %")
print(f"Envelope estimate: xi^2 = {xi2:.4f} d^2, shift {100*estimate:+.2f} %")

# Heavy precursor consumed at the hot plate (rough values).
fraction, precursor_mass, lewis = 1e-3, 0.150, 2.0
s = fraction * (precursor_mass / molar_mass - 1) / eps
for s_test in (s, 0.3):
    onset = ra_c / (1 + s_test * lewis)
    assert growth(a_c, 0.999 * onset, pr, s=s_test, le=lewis)[0].real < 0
    assert growth(a_c, 1.001 * onset, pr, s=s_test, le=lewis)[0].real > 0
print(f"Precursor: mole fraction {fraction:.3f}, {precursor_mass*1e3:.0f} g/mol, "
      f"Le {lewis:.0f}, s = {s:.5f}")
print(f"Precursor buoyancy: shift of thermal Ra_c {100*(1/(1+s*lewis)-1):+.2f} %")

# Slip at the plates and adiabatic compression.
free_path = mu / (p_c * const.torr) * np.sqrt(np.pi * const.R * t_mid / (2 * molar_mass))
adiabatic = const.g * height / (3.5 * const.R / molar_mass)
assert free_path / height < 1e-3 and adiabatic / delta_t < 1e-3
print(f"Mean free path / height at onset pressure = {free_path/height:.1e}")
print(f"Adiabatic temperature difference = {adiabatic:.1e} K")
print("success")
```

Output:

```
Collocation, N=20: critical Ra = 1707.762, a = 3.1163
Exact determinant: critical Ra = 1707.762, a = 3.1163
N =  6: error of Ra at critical a = 2.3e-01
N =  8: error of Ra at critical a = 2.0e-03
N = 10: error of Ra at critical a = 3.8e-07
N = 12: error of Ra at critical a = 9.2e-08
N = 16: error of Ra at critical a = 1.4e-11
Marginal Ra at a = 2.5: 1822.40
Marginal Ra at a = 3.0: 1711.28
Marginal Ra at a = 3.5: 1742.32
Second marginal Ra at critical a = 24988
Growth rate at 0.999 Ra_c, Pr 0.7 = -0.01135 kappa/d^2
Growth rate at 1.001 Ra_c, Pr 0.7 = +0.01135 kappa/d^2
Height 20 mm, width 200 mm, heated length 300 mm
Plates 900 K and 500 K, mid 700 K, eps = 0.5714
Molar mass 28 g/mol, Pr 0.7, exponent 0.7
Viscosity: 1.80e-05 Pa s at 300 K, 3.257e-05 Pa s at mid temperature
Kinematic viscosity at 760 Torr = 0.668 cm2/s
Ra at 760 Torr = 7028; Ra at 100 Torr = 122
Onset pressure = 374.6 Torr = 49.9 kPa
Greatest roll-free height at 760 Torr = 12.48 mm
Roll wavelength (one pair) at onset = 40.3 mm
Growth time at 760 Torr = 0.177 s
Residence time at 50 mm/s = 6.0 s
Property variation: Ra_c = 1690.7, a = 3.137, shift -1.00 %
Ra_c shift at eps 0.1 = -0.529, at eps 0.2 = -2.113
Onset pressure with property variation = 372.8 Torr
Through-flow at onset pressure: Re = 7.38, Pe = 5.16
Transverse rolls: Ra_c = 1757.5, a = 3.126, shift +2.91 %
Side walls, width/height 10: Ra_c = 1732.9, shift +1.47 %
Envelope estimate: xi^2 = 0.1481 d^2, shift +1.46 %
Precursor: mole fraction 0.001, 150 g/mol, Le 2, s = 0.00763
Precursor buoyancy: shift of thermal Ra_c -1.50 %
Mean free path / height at onset pressure = 1.9e-05
Adiabatic temperature difference = 1.9e-04 K
success
```
